Minimizing the residual kinetic energy of a norm-conserving pseudo wave function

**The result**

A radial pseudo wave function φ is to agree with a reference function beyond a core radius r_c, join it smoothly, carry the same norm inside r_c, and have as little kinetic energy as possible above a wavevector Q. After the continuity conditions are eliminated, the remaining coefficients x obey

minimize E(x) = E₀₀ + 2g·x + xᵀAx on the sphere |x| = R.

With e_n the eigenvalues of A in ascending order, and g_n, y_n the components of g and x along its eigenvectors, the global minimum is

y_n = −g_n/(e_n − λ), Σ g_n²/(e_n − λ)² = R², λ < e₁.

One number λ has to be found. The exception, g₁ = 0 with a sphere too large for the other components to fill, is treated below.

Hartree atomic units are used. The reference is a nodeless bound state with angular momentum l, energy ε and ∫φ²r²dr = 1. The transform and the residual kinetic energy, the part above Q, are

φ(q) = √(2/π) ∫ j_l(qr) φ(r) r² dr
E_r(Q) = ½ ∫_Q^∞ q⁴ φ(q)² dq.

The norm is ∫φ(q)²q²dq and the kinetic energy per particle is q²/2, which explains the factor ½ and the power q⁴.

The example is hydrogen 1s, nonrelativistic with a point nucleus: φ = 2e^(−r), ε = −½, r_c = 1.2 bohr, Q = 8 bohr⁻¹ (a cutoff of 32 hartree). Inside r_c there are N = 8 functions j₀(k_i r) with k_i = 2i/r_c, and M = 4 quantities are matched: the value and three derivatives.

**First failure: the energy matrix of the separate pieces diverges**

The naive plan computes E_r between all pieces, the outer tail and each inner function, and imposes continuity afterwards. Take the tail alone for l = 0, with u = rφ and j₀(qr) = sin(qr)/(qr). One integration by parts gives

∫_{r_c}^∞ u sin(qr) dr = u(r_c) cos(q r_c)/q + O(q⁻²).

Hence φ_tail(q) ≈ √(2/π) u(r_c) cos(q r_c)/q². Since cos² averages to ½, the kinetic energy per unit q tends to

½ q⁴ · (2/π) u(r_c)²/q⁴ · ½ = u(r_c)²/(2π).

The integral grows linearly with its upper limit. Here u(r_c)² = 1.44 · 4e^(−2.4) = 0.5225, so the rate is 0.0832 hartree·bohr; the average computed between q = 150 and 300 bohr⁻¹ is 0.0828. The divergences cancel only in continuous combinations, so continuity must come first.

Repeating the integration by parts on both sides of r_c leaves boundary terms containing only jumps of u and its derivatives. The origin contributes nothing, because u is a sum of sines there and its even derivatives vanish. If the first nonzero jump is J, in derivative M, then |φ(q)| ≈ √(2/π)|J| |trig(q r_c)|/q^(M+2), where trig is a sine or cosine. The averaged energy density is J²/(2πq^(2M)), and the energy above K is

J² K^(−(2M−1)) / [2π(2M−1)], K → ∞.

For l > 0 the leading form of j_l is a phase-shifted sine over qr, so the power is unchanged.

This is a limiting law, and the optimized function reaches it late. Its jumps in derivatives 4, 5 and 6 are J₄ = 6.635, J₅ = 589.7 and J₆ = 8087. Keeping the next terms of the sine integral,

J₄cos(q r_c)/q⁵ − J₅sin(q r_c)/q⁶ − J₆cos(q r_c)/q⁷,

squaring and averaging multiplies the density by 1 + β/q², with

β = (J₅/J₄)² − 2J₆/J₄ = 7898 − 2437 = 5461 bohr⁻².

At q = 75 bohr⁻¹ this correction is of order one. Integrated over the bands 75–150 and 150–300, it predicts an apparent exponent of 7.56 instead of 7; the computed one is 7.62, the same in double precision and with 50 digits. Near K = 100,000 bohr⁻¹ the exponent is 7.000.

**Removing continuity**

Orthonormalize the inner functions on [0, r_c] with weight r². With coefficients z in that basis, the inner norm is |z|². The matching conditions are linear,

Cz = d,

where row m holds derivative m at r_c, multiplied by r_c^m/m!. This scaling changes no solution. Write the singular value decomposition C = UΣVᵀ. If C has rank M, then

z = z₀ + Zx, z₀ = V_M Σ_M⁻¹ Uᵀd,

where V_M holds the first M right singular vectors, Σ_M the singular values, and Z the other N − M right singular vectors. Because CZ = 0, every x satisfies the matching conditions. Because V is orthogonal, Zᵀz₀ = 0 and ZᵀZ = 1, so

|z|² = |z₀|² + 2z₀ᵀZx + xᵀZᵀZx = |z₀|² + |x|².

Norm conservation is therefore the sphere

|x|² = R² = N_in − |z₀|²,

with N_in the reference norm inside r_c. In the example N_in = 1 − e^(−2.4)(1 + 2.4 + 2.88) = 0.4303 and |z₀|² = 0.1143, so R² = 0.3160 and R = 0.5621. If R² were negative there would be no solution: z₀ is the matched function of least norm, and even it would hold too much. Changing r_c, M or the basis is then the remedy.

The decomposition also exposes poor bases. If all j_l(k_i r) share one logarithmic derivative at r_c, the value and slope rows are proportional. For l = 0 and k_i r_c = (i − ½)π, every u has u′(r_c) = 0 and u‴(r_c) = −k_i²u′(r_c) = 0; the four conditions have rank 2. Matching is then possible only if d happens to lie in the range of C. The equally spaced k_i = 2i/r_c give full rank.

**The finite quadratic form**

Let F₀ be the tail joined to z₀, and let F_n be the inner function given by column n of Z, zero outside r_c. All are continuous, so their kinetic energies are finite. With φ = F₀ + Σx_nF_n and x₀ = 1, E_r = Σx_a x_b E_ab, where

E_ab = ½ ∫ [r²F_a′F_b′ + l(l+1)F_aF_b] dr − ½ ∫₀^Q q⁴ F_a(q)F_b(q) dq.

The first term is the whole kinetic energy, integrated once by parts; the second removes the part below Q. No infinite q range has to be truncated. The blocks of this matrix are E₀₀, g and A.

A is positive definite. A nonzero function confined to r < r_c has a transform analytic in q, which cannot vanish for every q > Q.

**Second failure: the free minimum has the wrong norm**

Setting the gradient 2(g + Ax) to zero gives x = −A⁻¹g. In the example E_r is then only 2.47·10⁻⁷ hartree, but the inner norm is 0.4033 instead of 0.4303.

The missing norm spoils scattering. Let W(r) be the potential plus the centrifugal term, so that u″ = 2(W − E)u. Denote ∂u/∂E by v. Differentiating with respect to E gives v″ = 2(W − E)v − 2u, hence

(uv′ − vu′)′ = uv″ − vu″ = −2u².

Both functions vanish at the origin. Integrating to r_c and dividing by u(r_c)²,

d(u′/u)/dE = −2 ∫₀^{r_c} u²dr / u(r_c)².

Outside r_c the potentials agree, so equal inner norms make the scattering agree to first order in E − ε. The required slope is −2(0.4303)/0.5225 = −1.647 bohr⁻¹hartree⁻¹. With inner norm 0.4033 the formula gives −1.543, an error of 6 percent of the required slope. The norm must therefore constrain the minimization.

**The secular equation and the right root**

Make E(x) − λ(|x|² − R²) stationary:

2g + 2Ax − 2λx = 0, so (e_n − λ)y_n = −g_n.

Inserting y_n into |y|² = R² gives the secular equation h(λ) = R², with h(λ) = Σg_n²/(e_n − λ)². It generally has several roots, so stationarity alone is not enough.

To decide between them, let y be stationary with multiplier λ and let y + δ be any other point of the sphere. Then

E(y + δ) − E(y) = 2Σ(g_n + e_ny_n)δ_n + Σe_nδ_n² = 2λ y·δ + Σe_nδ_n².

Equal lengths require 2y·δ + |δ|² = 0, so

E(y + δ) − E(y) = Σ(e_n − λ)δ_n².

For λ < e₁ every term is nonnegative and the sum vanishes only for δ = 0: this point is the unique global minimum.

Suppose y + δ is itself stationary, with multiplier λ′ and energy E′. Exchanging the roles gives E − E′ = Σ(e_n − λ′)δ_n². Subtracting this from the previous line,

E′ − E = ½(λ′ − λ)|δ|².

Stationary energies are thus ordered by their multipliers.

If g₁ ≠ 0, h rises from 0 to infinity as λ goes from −∞ to e₁, since h′ = 2Σg_n²/(e_n − λ)³ > 0. There is one root. The first term of the sum cannot exceed R², so e₁ − λ ≥ |g₁|/R. Replacing every denominator by the smallest one gives R² ≤ |g|²/(e₁ − λ)². Together,

e₁ − |g|/R ≤ λ ≤ e₁ − |g₁|/R.

A bracketing method is best applied to 1/√h(λ) − 1/R. Near the pole 1/√h ≈ (e₁ − λ)/|g₁|, which is nearly linear, while h itself diverges.

Two limits show what λ does. For a small sphere, −λ is large compared with all e_n, so λ ≈ −|g|/R and x ≈ −Rg/|g|: x points against the gradient 2g at the center, the direction of steepest descent. When R equals the length of the free minimum, λ = 0. A larger sphere makes λ positive.

**The hard case**

Suppose g₁ = 0 and the sum over n > 1, taken at λ = e₁, is less than R². No root lies below e₁. Stationarity permits λ = e₁ with y₁ free, so

y_n = −g_n/(e_n − e₁) for n > 1, y₁ = ±√(R² − Σ_{n>1}y_n²).

The energy identity still has no negative term, so both signs give global minima. If e₁ is degenerate, g must vanish on its whole eigenspace, and the missing length may point anywhere in it.

A model has e = (1, 2, 3), g = (0, 0.3, 0.4) and R = 1. Then y₂ = −0.3, y₃ = −0.4/2 = −0.2 and y₁² = 1 − 0.09 − 0.04 = 0.87. The energy is 2(−0.09 − 0.08) + 0.87 + 2(0.09) + 3(0.04) = 0.83, which a scan of the sphere confirms.

**Reading the hydrogen solution**

The lowest eigenvalue is e₁ = 0.005017 hartree and the highest is 72.7 hartree. With g₁ = −0.002047 hartree, the upper bracket is 0.005017 − 0.002047/0.5621 = 0.001375 hartree. The root is λ = 3.632·10⁻⁴ hartree, so

y₁ = 0.002047/(0.005017 − 0.000363) = 0.440.

The minimum is E_r = 5.34·10⁻⁶ hartree, or 0.145 meV. Direct integration above Q agrees. The result is a small remainder of large terms, since E₀₀ alone is 1.356 hartree; the matrix elements need correspondingly high accuracy.

There are eight real stationary points. The next one has λ′ = 0.00968 hartree and energy 3.60·10⁻³ hartree, some 670 times the minimum. Its denominator e₁ − λ′ is negative, which reverses y₁ to −0.439. A solver that accepted any root could return this function.

The multiplier is also a price. Along the family of minima,

dE_min = 2Σ(g_n + e_ny_n)dy_n = 2λ y·dy = λ d(R²).

Finite differences confirm it. The free minimum lacks 0.0270 of norm, and supplying it costs 5.09·10⁻⁶ hartree. The average price is 1.88·10⁻⁴ hartree, about half the final λ, as expected for a price that starts from zero and rises almost linearly with R²: λ stays small compared with e₁, so h(λ) ≈ h(0) + h′(0)λ.

For comparison, the true 1s function has 3.19·10⁻³ hartree above the same Q. Reoptimizing at each cutoff lowers the minimum from 1.06·10⁻³ hartree at Q = 5 bohr⁻¹ to 5.4·10⁻⁷ at Q = 10. At Q = 8, raising N from 6 to 7 gains a factor of 11, whereas going from 9 to 10 gains 1.4. The minimum cannot rise with N here, because each basis contains the previous one. The price is near linear dependence: at N = 8 the smallest overlap eigenvalue is already 2.8·10⁻⁷ of the largest.

**From the function to a potential**

Let c_i be the coefficients of the original j_l(k_i r). The radial kinetic operator multiplies each of these functions by k_i²/2. Solving the Schrödinger equation for the potential gives, for r < r_c,

V_ps(r) = ε − ½ Σc_ik_i²j_l(k_i r) / Σc_ij_l(k_i r).

This requires a nodeless φ, which the minimization does not guarantee; the hydrogen solution passes the test. Continuity of V_ps at r_c needs a matched second derivative, hence M ≥ 3. Here V_ps runs from −3.73 hartree at the origin to the Coulomb value −0.833 hartree at r_c. At E = −0.4 hartree the logarithmic derivatives u′/u at r_c are −0.33914 (pseudo) and −0.33925 bohr⁻¹ (Coulomb); at ε both slopes are −1.647 bohr⁻¹hartree⁻¹.

E_r also estimates a basis error. Split φ = P + D at Q, and let a be the lowest state, with energy E_cut, in the basis q < Q. Kinetic energy does not couple a to D, so projecting (H − ε)φ = 0 on a gives

(E_cut − ε)⟨a|P⟩ = −⟨a|V|D⟩.

To leading order a ≈ P and ⟨a|P⟩ ≈ 1. Projecting the same equation on D gives −⟨D|V|P⟩ = ⟨D|T − ε + V|D⟩, so

E_cut − ε ≈ E_r − ε⟨D|D⟩ + ⟨D|V|D⟩.

Since ⟨D|D⟩ ≤ 2E_r/Q², the second term adds at most 1.6 percent of E_r. The potential term has the opposite sign, because V_ps is negative. In the example the two terms are +0.9 and −1.2 percent of E_r, so the estimate is 0.997 E_r.

The error computed with sine functions in a sphere of radius L = 50.5π/Q = 19.83 bohr, chosen so that Q lies midway between two allowed wavevectors nπ/L, is 5.28·10⁻⁶ hartree, 0.989 of E_r. Most of the missing 1.1 percent is an effect of the sphere: its wavevectors are discrete, and the kinetic energy above Q becomes a midpoint sum slightly smaller than the integral E_r. In a sphere of 70.5π/Q = 27.7 bohr the ratio rises to 0.993, and at 280.5π/Q = 110 bohr to 0.996. The midway choice matters. For other radii the effective cutoff shifts by up to half a wavevector spacing, and the ratio is 0.89 at 19.65 bohr and 1.12 at 20.01 bohr.

The same construction for hydrogen 2p, with r_c = 2 bohr and Q = 5 bohr⁻¹, gives 8.25·10⁻⁸ hartree both from the quadratic form and by direct integration, which tests the l = 1 formulas. Both examples have one electron. For a many-electron atom the potential of the valence electrons must still be subtracted from V_ps, and the construction here enforces matching at one reference energy only. Further values are in the numerical output.

Numbers as computed

```
core radius 1.2 bohr, Q 8.0 1/bohr, cutoff 32.0 hartree
basis functions 8, continuity conditions 4
smallest overlap eigenvalue / largest: 2.831e-07
singular values of C: [2.0616e+04 1.0142e+03 3.8591e+01 1.9635e+00]
reference norm inside r_c 0.430291
norm of minimum-norm matched function 0.114323
sphere radius squared R^2 0.315968, R 0.562110
E00 1.356470 hartree
n=1: e_n 5.016719e-03 hartree, g_n -2.046856e-03 hartree, y_n +0.439855
n=2: e_n 2.068509e+00 hartree, g_n -6.394064e-01 hartree, y_n +0.309169
n=3: e_n 3.596766e+01 hartree, g_n +5.302504e+00 hartree, y_n -0.147426
n=4: e_n 7.269390e+01 hartree, g_n -5.229946e+00 hartree, y_n +0.071945
bracket for lambda: -1.329333e+01 to 1.375342e-03 hartree
multiplier lambda 3.63237773e-04 hartree
minimum residual energy 5.341878e-06 hartree = 0.1454 meV
rank of C for equal logarithmic derivatives: 2 of 4
residual energy by direct q integration 5.341879e-06 hartree
jumps of u derivatives 4, 5, 6 at r_c (a.u.): 6.63524e+00 5.89681e+02 8.08665e+03
decay exponent from bands 75-150 and 150-300 1/bohr: double 7.616, 50 digits 7.616
decay exponent of energy above K=100000 1/bohr: 6.99991, law 7
density at K=100000 1/bohr over jump formula: 0.99987
bare tail: energy per unit q 0.08282, law 0.08316 hartree bohr
best of 20 BFGS searches 5.341878e-06 hartree
real stationary points 8; lambda from doubled eigenproblem 3.63237773e-04 hartree
next stationary point: lambda 9.680816e-03, energy 3.602536e-03 hartree
finite-difference dE_min/dR^2 3.632362e-04 hartree
without norm conservation: energy 2.472942e-07 hartree, inner norm 0.403255
hard-case model e=(1,2,3), g=(0,0.3,0.4), R=1: lambda 1.0000, energy 0.83000, scan 0.83000
hard-case minimizer (first sign free): [ 0.93274 -0.3     -0.2    ]
optimized at Q=5 1/bohr: 1.0630e-03 hartree
optimized at Q=6 1/bohr: 1.7808e-04 hartree
optimized at Q=7 1/bohr: 2.9116e-05 hartree
optimized at Q=8 1/bohr: 5.3419e-06 hartree
optimized at Q=9 1/bohr: 1.3552e-06 hartree
optimized at Q=10 1/bohr: 5.3899e-07 hartree
N=6 at Q=8 1/bohr: 2.8742e-04 hartree
N=7 at Q=8 1/bohr: 2.5454e-05 hartree
N=8 at Q=8 1/bohr: 5.3419e-06 hartree
N=9 at Q=8 1/bohr: 2.5071e-06 hartree
N=10 at Q=8 1/bohr: 1.7469e-06 hartree
residual energy of the true 1s function 3.1948e-03 hartree
at r=0: pseudo phi 1.57483, true phi 2.00000 bohr^-3/2; V_ps -3.73061 hartree
at r_c: V_ps -0.833333, Coulomb -0.833333 hartree
norm formula for d(u'/u)/dE -1.646936 1/(bohr hartree)
pseudo: u'/u at E=-0.6,-0.5,-0.4: -0.008952 -0.166667 -0.339143 1/bohr; slope -1.646937
Coulomb: u'/u at E=-0.6,-0.5,-0.4: -0.009033 -0.166667 -0.339249 1/bohr; slope -1.646937
pseudo-atom energy, large basis -0.50000000 hartree
energy error of basis cut at Q 5.2820e-06 hartree, ratio to E_r 0.9888
2p, r_c=2 bohr, Q=5 1/bohr: lambda 2.92015e-04, E_r 8.25279e-08, direct 8.25279e-08 hartree
```
